# Mass Polarization of a Rydberg Electron and Its Removal by Jacobi Coordinates, part 2

A Rydberg electron of high angular momentum $l$ moves outside a core made of a nucleus (mass $M$, charge $Z$) and $N$ electrons. The problem is how nuclear recoil shifts its levels. Hartree atomic units are used, with masses in electron masses. The model is nonrelativistic and omits exchange and penetration.

Relative to the nucleus, the core electrons have positions $\mathbf r_i$ and momenta $\mathbf p_i$, and the outer electron has $\mathbf r$ and $\mathbf p$. Further, $\mathbf X=\sum_i\mathbf r_i$, $\mathbf P=\sum_i\mathbf p_i$, $s=1/(M+N)$ and $q=Z-N$. The core Hamiltonian is

$$
h_c=\sum_i\frac{p_i^2}{2}+\frac{P^2}{2M}-\sum_i\frac{Z}{r_i}+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|},
$$

with eigenstates $|\nu\rangle$, excitation energies $\Delta_\nu=E_\nu-E_0$ and a ground state $|0\rangle$ of zero orbital angular momentum. The outer electron has $h_r=p^2/(2\mu)-q/r$, $1/\mu=1+1/M$, and state $\varphi$ with energy $\varepsilon=-\mu q^2/(2n^2)$, where $n$ is the principal quantum number. In this state

$$
\langle p^2\rangle=\frac{\mu^2q^2}{n^2}. \tag{10}
$$

The mass polarization $\mathbf P\cdot\mathbf p/M$ couples core and outer electron. Jacobi coordinates, with $\mathbf x=\mathbf r-s\mathbf X$ measured from the core's centre of mass, remove it exactly from the kinetic energy $T$:

$$
T=\sum_i\frac{\pi_i^2}{2}+\frac{\Pi^2}{2M}+\frac{\pi^2}{2\mu_x},\qquad
\frac1{\mu_x}=1+\frac1{M+N}. \tag{5}
$$

Here $\boldsymbol\pi_i$ and $\boldsymbol\pi$ are conjugate to $\mathbf r_i$ and $\mathbf x$ in the new set, and $\boldsymbol\Pi=\sum_i\boldsymbol\pi_i$. The inverse masses differ by

$$
d\equiv\frac1\mu-\frac1{\mu_x}=\frac1M-\frac1{M+N}=\frac{N}{M(M+N)} . \tag{6}
$$

Replacing $\mu$ by $\mu_x$ changes the Coulomb level by

$$
\delta E=-\frac{q^2}{2n^2}(\mu_x-\mu)
=-\frac{q^2}{2n^2}\,\frac{\mu^2d}{1-\mu d}. \tag{9}
$$

The interaction $U$ of the outer electron with the core becomes

$$
U=-\frac qx+\lambda\frac{\mathbf X\cdot\mathbf x}{x^3}+\cdots,\qquad \lambda=1+qs . \tag{7}
$$

If $\mathbf p$ is replaced by a constant vector $\boldsymbol\kappa$, a boost of the core electrons shows that $\mathbf P\cdot\boldsymbol\kappa/M$ shifts every core level by

$$
\frac{Ns\kappa^2}{2M}-\frac{Ns\kappa^2}{M}=-\frac{Ns\kappa^2}{2M}
=-\frac{N\kappa^2}{2M(M+N)} . \tag{11}
$$

## The second-order energy in nucleus-centred coordinates

The symbols carried over are these. A nucleus of mass $M$ and charge $Z$ with $N$ electrons forms a core of net charge $q=Z-N$, with $s=1/(M+N)$, summed electron positions $\mathbf X$ and momenta $\mathbf P$, Hamiltonian $h_c$, spherical ground state $|0\rangle$ and excitation energies $\Delta_\nu$. The outer electron has position $\mathbf r$ from the nucleus, momentum $\mathbf p$, reduced mass $\mu=M/(M+1)$ and Hamiltonian $h_r=p^2/(2\mu)-q/r$, with $h_r\varphi=\varepsilon\varphi$. Jacobi coordinates change its inverse mass from $1+1/M$ to $1+1/(M+N)$ and multiply the dipole coupling by $\lambda=1+qs$. The same physics is now obtained by perturbation theory without changing coordinates.

There are two dipole couplings, the mass polarization $\mathbf P\cdot\mathbf p/M$ and the Coulomb term $\mathbf X\cdot\mathbf F$ with $\mathbf F=\mathbf r/r^3$. Both must excite the core, since $\mathbf P$ and $\mathbf X$ have no expectation value in $|0\rangle$. The degeneracy of hydrogenic levels with equal $n$ therefore causes no vanishing denominators. It causes no mixing either, because after the sum over states of a spherical core the effective operator for the outer electron is a scalar, which conserves $l$ and its projection.

The matrix elements of $\mathbf P$ and $\mathbf X$ are related. From $[X_a,P_b]=iN\delta_{ab}$,

$$
[X_a,h_c]=iP_a+\frac{iN}{M}P_a=\frac{i}{Ms}P_a , \tag{12}
$$

where the first term comes from $\sum_ip_i^2/2$ and the second from $P^2/(2M)$; the potentials commute with $\mathbf X$. Taking the element between $\langle\nu|$ and $|0\rangle$, the left side is $-\Delta_\nu\langle\nu|X_a|0\rangle$, so

$$
\langle\nu|P_a|0\rangle=iMs\,\Delta_\nu\langle\nu|X_a|0\rangle . \tag{13}
$$

The sum needed for the leading effect is $S=\sum_{\nu\ne0}|\langle\nu|P_z|0\rangle|^2/\Delta_\nu$. Equation (13) can replace either factor of $P_z$ and cancel the denominator. The completeness of the states then gives

$$
S=iMs\langle0|P_zX_z|0\rangle\quad\text{or}\quad S=-iMs\langle0|X_zP_z|0\rangle ,
$$

where the term $\nu=0$ can be added freely because it is zero. Half the sum of the two forms is

$$
S=\frac{iMs}{2}\langle0|[P_z,X_z]|0\rangle=\frac{NMs}{2}=\frac{NM}{2(M+N)} . \tag{14}
$$

This is the Thomas–Reiche–Kuhn sum rule, here with the recoil of the nucleus inside the core. A tightly bound core has large excitation energies and also large momentum matrix elements, and in $S$ the two compensate.

Write $x_\nu=\langle\nu|X_z|0\rangle$, $k=h_r-\varepsilon$ and $G_\nu=(\Delta_\nu+k)^{-1}$. The operator $k$ is negative for outer levels below $\varepsilon$, so the inverse requires that no such level makes $\Delta_\nu+k$ vanish. For $l\ge1$ this is assured when every $\Delta_\nu$ exceeds $\tfrac12\mu q^2(1/l^2-1/n^2)$, because the lowest level reached from $l$ by a dipole operator has principal quantum number $l$. The condition is assumed below. Because the core is spherical, different Cartesian components do not mix after the core sum, and each component has the same weight. The second-order energy of the mass polarization is, with (13),

$$
E_{MM}=-\frac1{M^2}\sum_{\nu\ne0}|\langle\nu|P_z|0\rangle|^2\langle\mathbf p\cdot G_\nu\mathbf p\rangle
=-s^2\sum_{\nu\ne0}|x_\nu|^2\Delta_\nu^2\langle\mathbf p\cdot G_\nu\mathbf p\rangle , \tag{15}
$$

where the angle brackets without core labels denote the state $\varphi$. The operator $k$ is the change of the outer electron's energy in the intermediate state. Neglecting it against $\Delta_\nu$ would give the leading result at once, but it can be kept by the identity

$$
\Delta_\nu^2G_\nu=\Delta_\nu-k+kG_\nu k . \tag{16}
$$

To verify it, multiply by $\Delta_\nu+k$, which commutes with everything present. The right side becomes $\Delta_\nu^2-k^2+k^2=\Delta_\nu^2$.

The first term of (16) gives

$$
-s^2\sum_{\nu\ne0}|x_\nu|^2\Delta_\nu\langle p^2\rangle=-\frac{S}{M^2}\langle p^2\rangle=-\frac{N\langle p^2\rangle}{2M(M+N)} .
$$

For the other two, use $k\varphi=0$. Then $k\mathbf p\varphi=[h_r,\mathbf p]\varphi$, in which only the potential contributes. Since $[V,\mathbf p]=i\nabla V$ and $\nabla(-q/r)=q\mathbf F$,

$$
k\,\mathbf p\,\varphi=iq\,\mathbf F\varphi . \tag{17}
$$

The middle term contains $\langle\mathbf p\cdot k\mathbf p\rangle=iq\langle\mathbf p\cdot\mathbf F\rangle$. This number is real, so it equals half the sum of itself and its complex conjugate:

$$
\langle\mathbf p\cdot k\mathbf p\rangle=\frac{iq}{2}\langle\mathbf p\cdot\mathbf F-\mathbf F\cdot\mathbf p\rangle
=\frac q2\langle\nabla\cdot\mathbf F\rangle=2\pi q|\varphi(0)|^2 .
$$

It vanishes for $l\ge1$. In the last term (17) acts on both sides, with factors $iq$ and $-iq$, and gives $q^2\langle\mathbf F\cdot G_\nu\mathbf F\rangle$. Therefore, for $l\ge1$,

$$
E_{MM}=-\frac{N\langle p^2\rangle}{2M(M+N)}+(qs)^2E_{CC}, \tag{18}
$$

$$
E_{CC}=-\sum_{\nu\ne0}|x_\nu|^2\langle\mathbf F\cdot G_\nu\mathbf F\rangle . \tag{19}
$$

The quantity $E_{CC}$ is the second-order energy of the Coulomb dipole coupling $\mathbf X\cdot\mathbf F$ alone. Within the model, (18) is an identity for the second-order energy and does not assume that the outer electron is slow. Its first term is a change of the inverse mass by $-N/[M(M+N)]$, which turns $1+1/M$ into

$$
1+\frac1M-\frac{N}{M(M+N)}=1+\frac1{M+N},
$$

the Jacobi value. It contains no property of the core except $N$ and $M$. The second term does depend on the core, so the independence holds for the mass rescaling and not for the whole of $E_{MM}$.

The remainder has a partner of lower order in $1/M$. When both couplings are present, one may act first and the other second. With (13) this cross energy is

$$
E_{MC}=-s\sum_{\nu\ne0}|x_\nu|^2\Delta_\nu\big[-i\langle\mathbf p\cdot G_\nu\mathbf F\rangle+i\langle\mathbf F\cdot G_\nu\mathbf p\rangle\big].
$$

From $\Delta_\nu G_\nu=1-G_\nu k$ and (17), $\Delta_\nu G_\nu\mathbf p\varphi=\mathbf p\varphi-iqG_\nu\mathbf F\varphi$. The bracket, multiplied by $\Delta_\nu$, becomes

$$
-i\langle\mathbf p\cdot\mathbf F-\mathbf F\cdot\mathbf p\rangle+2q\langle\mathbf F\cdot G_\nu\mathbf F\rangle
=-\langle\nabla\cdot\mathbf F\rangle+2q\langle\mathbf F\cdot G_\nu\mathbf F\rangle .
$$

The divergence again gives nothing for $l\ge1$, and

$$
E_{MC}=2qs\,E_{CC} . \tag{20}
$$

The complete second-order dipole energy is thus

$$
E_{MM}+E_{MC}+E_{CC}=-\frac{N\langle p^2\rangle}{2M(M+N)}+(1+qs)^2E_{CC} . \tag{21}
$$

The factor is $\lambda^2$, which is what the Jacobi potential requires. Moving the origin to the core's centre of mass changes the polarization energy by $(\lambda^2-1)E_{CC}=2qs\,E_{CC}+(qs)^2E_{CC}$. The term linear in $qs$ is the cross energy (20), and the quadratic term is the remainder in (18). Cut off at second order, the two descriptions still differ by terms of higher order in the couplings, for instance through the use of $\mu$ or $\mu_x$ in the wave function with which $E_{CC}$ is evaluated. Such terms need not be small beside the remainder in (18). For a distant electron $E_{CC}$ is nearly proportional to $\langle r^{-4}\rangle$, which scales as $\mu^4$, so this change is about $4\mu d\,E_{CC}$. It is also of order $1/M^2$, and for $M\gg N$ it is about $4N/q^2$ times the remainder.

For a distant electron $k$ is small compared with $\Delta_\nu$. Replacing $G_\nu$ by $1/\Delta_\nu$ and using $F^2=r^{-4}$ gives

$$
E_{CC}\simeq-\frac\alpha2\langle r^{-4}\rangle,\qquad \alpha=2\sum_{\nu\ne0}\frac{|x_\nu|^2}{\Delta_\nu}. \tag{22}
$$

The next term in the expansion of $G_\nu$ is $-k/\Delta_\nu^2$. Since $k\varphi=0$, $\langle\mathbf F\cdot k\mathbf F\rangle$ is half the expectation value of the double commutator $\sum_a[F_a,[k,F_a]]=\sum_{ab}(\partial_bF_a)^2/\mu$. With $\partial_bF_a=(\delta_{ab}-3r_ar_b/r^2)/r^3$ the sum of squares is $(3-6+9)/r^6=6/r^6$. For $l=1$ the average $\langle r^{-6}\rangle$ diverges at the origin, and this term of the expansion does not exist. For $l\ge2$ the correction to $E_{CC}$ is $+(3/\mu)\langle r^{-6}\rangle\sum_\nu|x_\nu|^2/\Delta_\nu^2$. It is positive and weakens the attraction, because the core does not follow the moving electron completely.

From (18) and (22), the remainder relative to the rescaling is, for $M\gg N$,

$$
\frac{(qs)^2E_{CC}}{-N\langle p^2\rangle/[2M(M+N)]}\simeq\frac{q^2\alpha\langle r^{-4}\rangle}{N\langle p^2\rangle}. \tag{23}
$$

The mass $M$ has dropped out. For nearly circular orbits $r\sim n^2/q$ and $\langle p^2\rangle\sim q^2/n^2$, so the ratio falls as $n^{-6}$. At fixed $l$ and $n\gg l$ it falls more slowly. The inner part of the orbit then hardly changes with $n$ while the Kepler period grows as $n^3$, so $\langle r^{-4}\rangle\propto n^{-3}$ and the ratio falls as $1/n$. High $l$ matters more than high $n$.

The cross term behaves differently, since it is of first order in $1/M$. Its ratio to the rescaling is about $2qM\alpha\langle r^{-4}\rangle/(N\langle p^2\rangle)$, which grows with $M$. A small remainder in $E_{MM}$ does not by itself make the total recoil energy independent of the core.

For a numerical case take $Z=2$, $N=1$, $q=1$, $M=7000$, $n=8$ and $l=6$. Equation (10) gives $\langle p^2\rangle=\mu^2/64=0.0156205$, and the rescaling energy is

$$
-\frac{0.0156205}{2\times7000\times7001}=-1.59370\times10^{-10}\ \text{hartree},
$$

or $-1.0486$ MHz. The change of the Coulomb level from $\mu$ to $\mu_x$, equation (9), is $-1.59370467\times10^{-10}$ hartree, against $-1.59370464\times10^{-10}$ hartree for the rescaling energy. The difference is about $2\times10^{-8}$ of the rescaling energy, the size expected from the factor $1/(1-\mu d)$ in (9), with $\mu d\approx2\times10^{-8}$.

The full double sum (15) over core and outer states gives $E_{MM}=-1.593710\times10^{-10}$ hartree. Subtracting the rescaling leaves $-5.8185\times10^{-16}$ hartree, a fraction $3.65\times10^{-6}$ of it. For comparison, the polarizability is $\alpha=0.28137\ \text{bohr}^3$ and $\langle r^{-4}\rangle=2.0313\times10^{-7}\ \text{bohr}^{-4}$, so (22) gives $-2.8578\times10^{-8}$ hartree. The sum (19) gives $E_{CC}=-2.8519\times10^{-8}$ hartree, weaker by 0.2%. Multiplication by $(qs)^2=1/7001^2$ reproduces the remainder.

The independence of the core is tested by changing the core's binding by hand. The core electron is now held by $-1/r$ instead of $-2/r$, while the outer electron still sees $q=1$. Lengths in the core double and energies fall by a factor of four, so $\alpha$, a length squared over an energy, rises sixteenfold to $4.502\ \text{bohr}^3$. The momentum sum remains $S=7000/(2\times7001)=0.499929$, and the rescaling energy does not change. The full $E_{MM}$ becomes $-1.593797\times10^{-10}$ hartree, different by about 5 parts in $10^5$. The remainder has grown to $-9.258\times10^{-15}$ hartree, again equal to $(qs)^2E_{CC}$ within the accuracy of the calculation.

The cross term is $-8.147\times10^{-12}$ hartree for the first core, 5% of the rescaling energy. For the softer core it is $-1.296\times10^{-10}$ hartree, or 81%. The mass rescaling is the same for both, but a prediction of the level must include the polarization energy with its factor $\lambda^2$. It must also include the higher multipoles, which are left out here. For the first core the quadrupole polarizability is about $15/2^6=0.234$ atomic units, and with $\langle r^{-6}\rangle=2.40\times10^{-10}\ \text{bohr}^{-6}$ the quadrupole energy $-\tfrac12\alpha_2\langle r^{-6}\rangle$ is about $-2.8\times10^{-11}$ hartree, or 18% of the rescaling energy. For the softer core $\alpha_2$ is about 15, and the quadrupole energy is about eleven times the rescaling energy. The quadrupole coupling has a recoil factor of its own. For $N=1$ the electron lies at $(1-s)\mathbf r_1$ and the nucleus at $-s\mathbf r_1$ from the core's centre of mass, so the factor is $(1-s)^2-Zs^2\approx1-2s$. For the first core this changes the quadrupole energy by about $1.6\times10^{-14}$ hartree, some 28 times the remainder in (18). A real level also has relativistic shifts, which the model omits. The term $-\langle p^4\rangle/(8c^2)$ alone is about $-3.1\times10^{-9}$ hartree for $n=8$, $l=6$, some twenty times the rescaling energy.

These cores have one electron. The numerical check also treats two different pairs of interacting electrons in one dimension, with $M=10$ so that recoil is large. The derivation of (14) uses one Cartesian component and applies unchanged: $S=2\times10/(2\times12)=0.833333$. For a constant momentum of 3, equation (11) gives $-2\times9/(2\times10\times12)=-0.075$ hartree. Both cores give these values to the printed digits, although their polarizabilities are 1.312 and 0.865 atomic units.

The result has definite limits. For $l=0$ the contact terms no longer vanish, and penetration and exchange invalidate the model before that. If a core state is degenerate with another to which $\mathbf X$ connects it, as in an excited hydrogenic core, some $\Delta_\nu$ vanishes, and the expansion in (22) fails; the degenerate states must then be treated together. The kinetic identity (5) survives in all these cases, because it follows from the choice of coordinates and does not refer to the state of the core.

## Computed results

```
Model: Z = 2, N = 1, q = 1, n = 8, l = 6
Nuclear mass M = 7000 electron masses
Nucleus-centred reduced mass mu = 0.999857163262 electron masses
Jacobi reduced mass mu_x = 0.999857183662 electron masses
mu_x - mu = 2.039942e-08 electron masses
Dipole factor lambda = 1 + q/(M+N) = 1.000142837
Zeroth-order outer energy = -0.007811384088 hartree
<p^2> = 0.015620537 a.u.
<r^-4> = 2.031312e-07 bohr^-4
Rescaling energy = -1.59370464e-10 hartree
Rescaling energy = -1.048607 MHz
Energy change from mu to mu_x = -1.59370467e-10 hartree
Core with binding strength 2:
  lowest dipole excitation = 1.499786 hartree
  polarizability alpha = 0.281371 bohr^3
  momentum sum = 0.499928582 a.u.
  full second order E_MM = -1.59371046e-10 hartree
  remainder E_MM - rescaling = -5.8185e-16 hartree
  (q s)^2 E_CC = -5.8185e-16 hartree
  remainder / rescaling = 3.651e-06
  cross term E_MC = -8.1471e-12 hartree
  2 q s E_CC = -8.1471e-12 hartree
  Coulomb dipole E_CC = -2.85188e-08 hartree
  -alpha <r^-4>/2 = -2.85776e-08 hartree
Core with binding strength 1:
  lowest dipole excitation = 0.374946 hartree
  polarizability alpha = 4.501929 bohr^3
  momentum sum = 0.499928582 a.u.
  full second order E_MM = -1.59379722e-10 hartree
  remainder E_MM - rescaling = -9.2579e-15 hartree
  (q s)^2 E_CC = -9.2579e-15 hartree
  remainder / rescaling = 5.809e-05
  cross term E_MC = -1.2963e-10 hartree
  2 q s E_CC = -1.2963e-10 hartree
  Coulomb dipole E_CC = -4.53765e-07 hartree
  -alpha <r^-4>/2 = -4.57241e-07 hartree
1D cores: N = 2, M = 10, constant p = 3 a.u.
  predicted momentum sum = 0.833333 a.u.
  predicted boost shift = -0.075000 hartree
  quartic 0.1, repulsion 1.0 (a.u.):
    momentum sum = 0.833333 a.u.
    dipole polarizability = 1.312230 a.u.
    boost shift = -0.075000 hartree
  quartic 0.3, repulsion 2.0 (a.u.):
    momentum sum = 0.833333 a.u.
    dipole polarizability = 0.865154 a.u.
    boost shift = -0.075000 hartree
```
